# Lithographic Source Optimization for Worst Edge Slope as a Linear Program, part 2

One source and one dose must print line edges at several pitches and focus settings with the largest possible worst edge slope. Lengths are at wafer scale. The wavelength is $\lambda$, the numerical aperture $NA$, the immersion index $n$ and the pitch $p$. The model is scalar, with a thin mask and an aberration-free lens. Pixel coordinates $(\sigma_x,\sigma_y)$ are in pupil radii. Mutually incoherent pixels $j$ have fields $E_j$ per unit power, so their intensities add.

Four mirror pixels form a group $k$ of power $u_k$, dose included; $K$ is the number of groups and $U=\sum_ku_k$ the clear-field intensity. The resist threshold is 1. For each edge condition $e$ (one pitch at one focus), the rows $A_e,D_e,B_e$ give edge, dark-centre and bright-centre intensity, and $G_e$ gives dark-to-bright slope in %/nm. With edge band $\delta$, dark and bright limits $d,b$ and minimum pupil fill $F$, the linear program is
$$
\begin{aligned}
\text{maximize}\quad & t\\
\text{subject to}\quad & G_e\cdot u\ge t,\\
&1-\delta\le A_e\cdot u\le1+\delta,\\
&D_e\cdot u\le d,\qquad B_e\cdot u\ge b,\\
&0\le u_k\le\frac{U}{FK}.
\end{aligned}
$$
A partly lit group lies strictly between zero and its cap.

The dual program gives the same optimum. Its slope multipliers sum to 1 and are positive only where the slope equals $t$. The sum of the edge-band multipliers is the local price of the band.

For equal lines and spaces, in focus and per unit power:

- Single beam: edge intensity 0.2500, slope 0.
- Two beams: edge intensity 0.3513, slope $2/p$.
- Three beams: edge intensity 0.2500, slope $4/p$.
- Two beams plus third order: edge intensity 0.4301, slope $4/p$.

With $\theta=2\pi x/p$ ($x=0$ at the dark centre) and focus phase difference $\psi$, the two-beam image is
$$
I=\frac14+\frac1{\pi^2}-\frac1\pi\cos\psi\cos\theta .
$$

A relative dose change $\varepsilon$ moves an edge by $\Delta x=-\frac{\varepsilon}{I'}$ to first order. The best worst-case logarithmic slope $L$, the ratio $G_e\cdot u/A_e\cdot u$, obeys
$$
\frac t{1+\delta}\le L\le\frac t{1-\delta}.
$$

### How many groups are partly lit

Treat $U$ as a separate variable tied to the powers by one equality. There are $K+2$ variables: the group powers, $t$ and $U$. A vertex requires at least $K+2$ active conditions. The equality supplies one. If $h$ groups are partly lit, the other $K-h$ are at zero or at their cap and supply one condition each. With $r$ active imaging rows,
$$
1+(K-h)+r\ge K+2,
\qquad h\le r-1 .
$$
Imaging rows are the slope, edge, dark and bright conditions. A group cannot be at zero and at its cap together, since the edge band requires $U>0$.

This count applies to a vertex, such as a simplex solution. If several sources tie for the optimum, a mixture of them is also optimal and may have more partly lit groups.

### Inputs of the example

The example uses $\lambda=193$ nm, $NA=1.35$ and $n=1.44$. One source and one dose must print equal lines and spaces at pitches 100, 160 and 240 nm, each at focus 0 and 40 nm. There are six edge conditions. The limits are $\delta=0.05$, $d=0.30$, $b=1.30$ and $F=0.10$. A source grid of spacing 0.05 within radius 0.95 has $K=281$ groups.

The first-order displacement in the pupil is $q=\lambda/(NA\,p)$. For pitch 100 nm it is $193/(1.35\times100)=1.430$; for 160 and 240 nm it is 0.894 and 0.596.

A feasible source can be given explicitly. Equal powers in $0.55<|\sigma_x|<0.78$, $|\sigma_y|<0.35$ form a two-beam image at all three pitches. Dividing by 0.3513 sets every edge to threshold. At pitch 240 nm its in-focus slope is
$$
\frac{100\times2/240}{0.3513}=2.37\ \%/\mathrm{nm}.
$$
Over all six conditions its worst slope is 2.14 %/nm, and it meets the dark, bright and fill limits.

### The optimum

The linear program gives a worst slope of 3.493 %/nm, or $34.93\ \mu\mathrm m^{-1}$. The separately solved dual gives the same printed value. The optimum is 1.63 times the slope of the dipole above. The six images are:

| Pitch, focus (nm) | Edge $I$ | Slope (%/nm) | Dark $I$ |
|---|---:|---:|---:|
| 100, 0 | 0.980 | 4.508 | 0.262 |
| 100, 40 | 0.980 | 4.271 | 0.300 |
| 160, 0 | 1.011 | 4.311 | 0.093 |
| 160, 40 | 1.012 | 3.493 | 0.300 |
| 240, 0 | 1.050 | 3.873 | 0.133 |
| 240, 40 | 1.033 | 3.493 | 0.278 |

Two slope rows are active, at pitches 160 and 240 nm with 40 nm defocus. Their multipliers are 0.307 and 0.693. The other active rows are the upper edge band at pitch 240 nm in focus and the dark limits at pitches 100 and 160 nm out of focus. This makes five active imaging rows, so at most four groups may be partly lit. The solution has four, together with 26 groups at their cap.

### Reading the source from its image

The clear-field intensity is $U=3.0055$. The source power is divided as follows: 25.00 % has $|\sigma_x|<0.43$, 45.35 % lies between 0.43 and 0.79, and 29.65 % lies beyond 0.79.

At pitch 100 nm, the first order can enter only if $|\sigma_x|\ge1.430-1=0.430$. The inner 25 % therefore supplies a single beam. If the other 75 % supplies two beams, then
$$
I_{\rm edge}=3.0055(0.25\times0.25+0.75\times0.3513)=0.980,
$$
$$
\text{slope}=100\times3.0055\times0.75\times\frac2{100}=4.508\ \%/\mathrm{nm}.
$$
Both agree with the table. The inner light adds background at this pitch. Its dark intensity in focus is
$$
0.980-\frac{0.75\times3.0055}{\pi}=0.262,
$$
and defocus raises it to the limit of 0.300.

At pitch 240 nm, the inner pixels can pass three beams, while the outer ones can pass the third order because $3q-1=0.787$. Pixels in the middle interval can supply at most two beams. The largest in-focus slope allowed by the power division is therefore
$$
\begin{aligned}
&100\times3.0055\times\frac2{240}
\left(2\times0.2500+0.4535+2\times0.2965\right)\\
&\qquad=3.873\ \%/\mathrm{nm}.
\end{aligned}
$$
The solution attains it. To the printed accuracy, all inner light is thus three-beam light at this pitch, and all outer light includes the third order. The edge intensity confirms the assignment:
$$
3.0055(0.2500\times0.25+0.4535\times0.3513+0.2965\times0.4301)=1.050 .
$$
The threshold corresponds to an edge intensity of $1/3.0055=0.333$ per unit power. The inner value lies below this and the outer value above it, so their deviations partly cancel. This balance lets both contribute within the edge band.

When all pixels that pass the third order at 240 nm are forbidden, with every limit unchanged, the optimum falls to 3.079 %/nm. The loss is 12 % of the full optimum.

### The price of exact edge placement

For bands of 0, 2.5, 5, 7.5 and 10 %, the optima are 2.283, 3.381, 3.493, 3.545 and 3.596 %/nm. At 5 %, the multiplier is 0.021 %/nm per percentage point. Most of the gain comes from the first small relaxation.

The in-focus beam combinations explain part of why a zero band is restrictive. In focus, each pixel gives at pitch 160 nm an edge intensity at least as large as at pitch 100 nm: whenever order $-1$ passes at 100 nm, the smaller displacement at 160 nm also lies inside the convex pupil, and order $+1$ lies outside. If the total edge intensities must be equal, they must be equal for every lit pixel. Among the remaining pixels, the value at 240 nm is also never below that at 100 nm, so it too must be equal. This excludes every third-order pixel, whose values are 0.4301 and 0.3513. A finite band readmits them. This exclusion is only about a third of the effect: with every pixel of unequal in-focus values forbidden, a 5 % band still gives 3.06 %/nm. For such sources the in-focus edge intensities are all equal, so the remaining drop to 2.283 %/nm comes from also pinning their common level and the defocused edges to threshold.

The best logarithmic slope at $\delta=0.05$ is 3.449 %/nm, between the bounds $3.493/1.05=3.327$ and $3.493/0.95=3.677$. The LP source itself has a worst logarithmic slope of $3.493/1.033=3.38$ %/nm, 2 % below that best value. With pinned edges, both optima are 2.283 %/nm.

### Printed edges

The largest edge displacement occurs at pitch 240 nm in focus. The first-order estimate is $(1-1.050)/0.03873=-1.29$ nm; the threshold contour lies at $-1.30$ nm. The negative sign means that the dark line is narrower. Both edges move, so its width falls by 2.6 nm.

For a 3 % dose change, the largest edge shift is 0.87 nm. The estimate from the worst target-edge slope is $3/3.493=0.86$ nm. Half the difference between the contours at 97 % and 103 % dose agreed within 2 % with the first-order formula at all six edges, using the slope at each contour.

### Other sources, grids and focus

On the same source grid, a uniform annulus from 0.70 to 0.95 has a worst slope of 2.53 %/nm when its dose centres the range of edge intensities on threshold. Its edge half-range is 8.5 %, so it does not meet the 5 % band.

Changing the grid spacing to 0.10 or 0.025 gives 3.500 or 3.505 %/nm. These values differ from the main result by less than 0.4 %. A spacing of 0.0175 gives 3.510 %/nm. The result is therefore 3.5 %/nm at the accuracy of the source description. The division of power among the three $|\sigma_x|$ intervals changes by about one percentage point between these grids.

Focus was constrained at only two values. At 10, 20 and 30 nm, the same source keeps a worst slope of at least 3.65 %/nm and an edge deviation below 5 %. At 60 nm, outside the constrained range, the slope falls to 2.58 %/nm. An implementation should check intermediate focus values and add a row wherever a limit is exceeded.

### Comparison with an immersion scanner

The wavelength, aperture and water index are rough typical values for ArF immersion lithography. The pitches are relaxed compared with the two-beam limit $\lambda/(2NA)=71.5$ nm. The binary mask, the three-pitch set and the intensity limits are chosen model inputs. Two omitted effects, polarization and resist blur, were evaluated for their influence on the worst slope of the unchanged source. For unpolarized light, polarization has the larger one as long as the blur stays below about 14 nm rms; for light polarized along the lines, a blur of 5 nm already costs more. With a resist index of 1.70, a vector calculation gives 3.49 %/nm for light polarized along the lines, but 2.87 %/nm for unpolarized light, 18 % below the scalar result. At unchanged dose, the largest edge deviation of the unpolarized image becomes 7.0 %. A dose lower by 2.4 % would bring the edges back into the band, but the largest dark intensity is then still 0.51, far above the limit of 0.30.

For light polarized along the lines, the scalar optimum is a good starting point rather than a final source. The vector calculation above omits the obliquity factor of the lens and the angle-dependent transmission from water into resist. Including both, for fourfold reduction and with each pixel's clear-field intensity kept at 1 per unit power, gives a worst slope of 3.44 %/nm and keeps the edges within the band. The largest dark intensity, however, rises to 0.34. A source for a real scanner should therefore be optimized with these factors in the matrices.

The loss is greatest at pitch 100 nm because its beams meet at a large angle. For a symmetric pair in resist, that angle is $2\arcsin[193/(2\times100\times1.70)]=69^\circ$. Fields polarized in the plane of incidence interfere in proportion to its cosine, 0.36. Averaging with the other polarization gives a factor of about 0.68. The calculated in-focus slopes have the ratio $3.026/4.508=0.67$.

Three further estimates set the scale of other omissions:

- A Gaussian resist blur of 5 nm rms lowers the worst slope to 3.42 %/nm, a loss of 2 %, and raises the largest dark intensity to 0.33, above the limit. The loss grows quickly with the blur: 10 and 15 nm rms give 3.21 and 2.74 %/nm.
- Flare of 2 % with a half-open mask adds $0.02\times0.5\times3.0055=0.030$ threshold. At unchanged dose, the largest edge shift is $0.030/0.03493=0.86$ nm.
- Mask lines wider by 1 nm per edge shift a printed edge by up to 1.4 nm to first order, using the slopes at the target edges; the threshold contours themselves move by up to 1.5 nm.

The last estimate measures sensitivity to mask topography by an assumed bias. It does not replace an electromagnetic mask calculation, which can also change the phases of the orders.

Polarization and mask topography alter the matrix entries but preserve the linear program, provided that each pixel's image is computed at fixed mask and the pixels remain incoherent. Resist blur and flare proportional to source power can also be included linearly. The formulation fails if the optical system itself changes with source power, for example through lens heating, because the fields $E_j$ then depend on $u$. Most of the numerical values are in the output that follows.

## Computed results

```
wavelength 193 nm, NA 1.35, water index 1.44, resist index 1.7
source radius limit 0.95, grid spacing 0.05, pixel groups 281
edge band +/-5.0 %, dark limit 0.3, bright limit 1.3 (threshold=1)
minimum pupil fill 10 % of allowed source
pitch 100 nm: first-order shift 1.4296 pupil radii
pitch 160 nm: first-order shift 0.8935 pupil radii
pitch 240 nm: first-order shift 0.5957 pupil radii
FFT check: intensity error 1.1e-06, slope error 7.9e-08 1/nm
two-beam edge intensity 0.35132 of clear field
LP optimum: worst slope 3.4933 %/nm = 34.933 1/um
dual optimum 3.4933 %/nm
edge table: pitch nm, focus nm, edge I, slope %/nm, dark I, bright I, dual weight
  100, 0, 0.9798, 4.5082, 0.2623, 1.6973, 0.0000
  100, 40, 0.9798, 4.2711, 0.3000, 1.6595, 0.0000
  160, 0, 1.0110, 4.3110, 0.0929, 2.2884, 0.0000
  160, 40, 1.0121, 3.4933, 0.3000, 2.0791, 0.3069
  240, 0, 1.0500, 3.8734, 0.1328, 2.3354, 0.0000
  240, 40, 1.0325, 3.4933, 0.2775, 2.2258, 0.6931
edge displacement nm, same order: 0.449 0.474 -0.255 -0.347 -1.297 -0.934
edge shift for 3 % dose, nm: 0.667 0.704 0.699 0.864 0.783 0.867
clear-field intensity 3.0055 thresholds; cap per group 0.10696
groups at cap 26, partly lit 4, active imaging rows 5
source power with |sx| from 0.00 to 0.43: 25.00 %
source power with |sx| from 0.43 to 0.79: 45.35 %
source power with |sx| from 0.79 to 0.95: 29.65 %
edge band +/-0.0 %: optimum 2.2832 %/nm
edge band +/-2.5 %: optimum 3.3807 %/nm
edge band +/-5.0 %: optimum 3.4933 %/nm
edge band +/-7.5 %: optimum 3.5449 %/nm
edge band +/-10.0 %: optimum 3.5964 %/nm
band multiplier 0.0207 %/nm per percentage point
best log slope: band 3.4490 %/nm, pinned edges 2.2832 %/nm
feasible two-beam dipole: worst slope 2.1423 %/nm
annulus 0.70-0.95: worst slope 2.5268 %/nm, edge half-range 8.51 %
without pixels passing third order at 240 nm: 3.0791 %/nm
grid spacing 0.10: 3.4997 %/nm; spacing 0.025: 3.5047 %/nm
focus 10 nm: worst slope 3.8490 %/nm, largest edge deviation 4.88 %
focus 20 nm: worst slope 3.7764 %/nm, largest edge deviation 4.52 %
focus 30 nm: worst slope 3.6570 %/nm, largest edge deviation 3.97 %
focus 60 nm: worst slope 2.5830 %/nm, largest edge deviation 2.02 %
vector y-polarized: worst slope 3.4895 %/nm, largest edge deviation 5.00 %
  slopes %/nm, table order: 4.493 4.256 4.307 3.490 3.869 3.490
vector unpolarized: worst slope 2.8676 %/nm, largest edge deviation 6.96 %
  slopes %/nm, table order: 3.026 2.868 3.712 3.012 3.296 2.957
resist blur 5 nm rms: worst slope 3.4170 %/nm
2 % flare, half-open mask: background 0.0301 thresholds, largest edge shift 0.860 nm
mask lines wider by 1 nm per edge: largest printed-edge shift 1.400 nm
```
